# Poling of Randomly Oriented Ferroelectric Grains: Reversal Versus Six Polar Directions

## The film

A ferroelectric film between two electrodes consists of many grains whose crystal axes are randomly oriented. Each grain has a spontaneous polarization of fixed size $P_s$, which lies along one of the three orthogonal cube axes of that grain, with either sign. A field of size $E$ is applied along the film normal $\hat z$ and then removed. Let $c$ be the cosine of the angle between a grain's polarization and $\hat z$. The polarization fraction is the volume average $\langle c\rangle$ after the field is removed, so the remanent polarization is $P_r=P_s\langle c\rangle$.

Unless a part says otherwise, assume the following:

- every grain feels the same field, and poling is complete;
- without field, the six directions of a grain have equal energy, and the linear dielectric response is isotropic;
- grains do not interact, and grain volume is independent of orientation;
- no grain switches back when the field is removed.

Two cases are compared. In case R (reversal), a grain can only flip its polarization by 180 degrees, and its polar axis was chosen before poling without reference to the field. In case S (six directions), a grain can reach all six directions.

## Part (a)

**Question.** Let $n_i=\hat a_i\cdot\hat z$, where $\hat a_1,\hat a_2,\hat a_3$ are the cube axes of a grain and $\hat a_3$ is its initial polar axis. Which value of $c$ does the grain have after poling in each case?

**Answer.** The part of the energy density that depends on the choice of direction is

$$u=-\mathbf P\cdot\mathbf E=-P_sE\,c .$$

The lowest energy therefore belongs to the largest accessible $c$. In case R the choices are $+n_3$ and $-n_3$. In case S they are $\pm n_1,\pm n_2,\pm n_3$. Hence

$$c_R=|n_3|,\qquad c_S=\max(|n_1|,|n_2|,|n_3|).$$

Since every grain takes its largest accessible cosine, the averages in parts (b) and (c) are upper limits for randomly oriented grains under the respective switching rule. In case R this also requires that the initial axes were chosen without reference to the field.

## Part (b)

**Question.** Show that $\langle c\rangle_R=1/2$, and find $\langle c^2\rangle_R$.

**Answer.** Seen from the crystal axes, the field direction is the unit vector $\mathbf n=(n_1,n_2,n_3)$. Random grain orientation means that $\mathbf n$ is uniformly distributed over the unit sphere. With polar angle $\theta$ from $\hat a_3$, azimuth $\phi$ and $\mu=\cos\theta=n_3$, the area element is

$$d\Omega=\sin\theta\,d\theta\,d\phi=|d\mu|\,d\phi .$$

Equal intervals of $\mu$ thus cover equal areas, so $\mu$ is uniform on $(-1,1)$ and $|\mu|$ is uniform on $(0,1)$. Therefore

$$\langle c\rangle_R=\int_0^1\mu\,d\mu=\frac12,\qquad \langle c^2\rangle_R=\int_0^1\mu^2\,d\mu=\frac13 .$$

The condition on the initial axis matters. If the axes had been selected by a field or by film stress, $\mathbf n$ would not be uniform relative to the polar axis. For randomly oriented grains, the fraction after reversal could then lie anywhere between two limits. If each polar axis is the cube axis farthest from the normal, numerical averaging of the smallest $|n_i|$ gives 0.21. If each is the closest one, the fraction is 0.83, as in part (c).

## Part (c)

**Question.** Show that in case S

$$\langle c\rangle_S=\frac{3\sqrt2}{\pi}\arctan\frac1{\sqrt2}\approx0.831 .$$

**Answer.** The sphere divides into six equal regions, according to which of the six directions is closest to the field. Each region is the part of the sphere seen through one face of a cube. By symmetry all six contribute equally, so it suffices to treat the region around $+\hat a_3$, where $c_S=\cos\theta$.

This region has eight mirror-equivalent sectors. Take $0<\phi<\pi/4$, where $\cos\phi>\sin\phi$, so that $n_1=\sin\theta\cos\phi$ is the larger of the two other components. The region ends where $n_3=n_1$:

$$\cos\theta_m=\sin\theta_m\cos\phi\quad\Rightarrow\quad\tan\theta_m=\frac1{\cos\phi}.$$

From $\sin^2\theta_m=\tan^2\theta_m/(1+\tan^2\theta_m)$ it follows that

$$\sin^2\theta_m=\frac{1}{1+\cos^2\phi}.$$

The polar integral is

$$\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta=\frac{\sin^2\theta_m}{2}=\frac{1}{2(1+\cos^2\phi)} .$$

With six regions, eight sectors and total area $4\pi$,

$$\langle c\rangle_S=\frac{6\cdot8}{4\pi}\int_0^{\pi/4}\frac{d\phi}{2(1+\cos^2\phi)}=\frac6\pi\int_0^{\pi/4}\frac{d\phi}{1+\cos^2\phi}.$$

Now put $t=\tan\phi$. Then $d\phi=dt/(1+t^2)$ and $1+\cos^2\phi=(2+t^2)/(1+t^2)$. The factors $1+t^2$ cancel:

$$\int_0^{\pi/4}\frac{d\phi}{1+\cos^2\phi}=\int_0^1\frac{dt}{2+t^2}=\frac1{\sqrt2}\arctan\frac1{\sqrt2}=0.43521 .$$

Multiplication by $6/\pi$, with $6/\sqrt2=3\sqrt2$, gives the stated result, $0.83119$.

Direct quadrature of the largest component over the sphere also gives $0.83119$. A sample of 400 000 random grains, each placed in its direction of lowest energy, gives $0.8313$ for case S and $0.4993$ for case R. Both agree with the formulas within two standard errors of the sample.

If a fraction $x$ of the grains, selected independently of orientation, can reach all six directions and the rest can only reverse, the average is linear in $x$: $\langle c\rangle=0.5+0.331\,x$.

## Part (d)

**Question.** Find the largest possible misalignment in case S, and the grain-to-grain standard deviation of $c$ in both cases. What spread of $P_r$ follows between small capacitors with $N$ independent grains of equal volume?

**Answer.** Because $n_1^2+n_2^2+n_3^2=1$, the largest square is at least $1/3$. Thus $c_S\ge1/\sqrt3=0.577$, and no grain is misaligned by more than $54.7$ degrees. In case R the misalignment can approach 90 degrees.

For the second moment in case S, the polar integral becomes $\int_0^{\theta_m}\cos^2\theta\sin\theta\,d\theta=(1-\cos^3\theta_m)/3$, with $\cos\theta_m=\cos\phi/\sqrt{1+\cos^2\phi}$. The prefactor is $48/(4\pi)=12/\pi$, so

$$\langle c^2\rangle_S=\frac4\pi\left(\frac\pi4-J\right)=1-\frac{4J}{\pi},\qquad J=\int_0^{\pi/4}\frac{\cos^3\phi\,d\phi}{(1+\cos^2\phi)^{3/2}} .$$

Put $\sin\phi=\sqrt2\sin u$. Then $\cos\phi\,d\phi=\sqrt2\cos u\,du$, $\cos^2\phi=1-2\sin^2u=2\cos^2u-1$ and $1+\cos^2\phi=2\cos^2u$. The upper limit is $u=\pi/6$, and

$$J=\int_0^{\pi/6}\frac{2\cos^2u-1}{2\cos^2u}\,du=\frac\pi6-\frac12\tan\frac\pi6=\frac\pi6-\frac1{2\sqrt3}.$$

Hence

$$\langle c^2\rangle_S=\frac13+\frac{2}{\sqrt3\,\pi}=0.7009 .$$

The standard deviations $s=\sqrt{\langle c^2\rangle-\langle c\rangle^2}$ are $s_R=\sqrt{1/3-1/4}=0.289$ and $s_S=0.100$. For $N$ independent grains the variance of the mean is $s^2/N$, so the spread of $P_r$ is $P_s s/\sqrt N$. Access to six directions raises the mean and also makes the grains more alike.

## Part (e)

**Question.** A 10 nm hafnium-zirconium oxide film has the rough typical values $P_s=50$ uC/cm2, coercive field along the polar axis $E_c=1$ MV/cm and poling field $E=3$ MV/cm. Its grains are 10 nm wide. Find the ideal $P_r$ and its spread for a capacitor of 50 nm by 50 nm. Then allow a grain to switch only if the field does work of more than $2P_sE_c$ per volume, starting from random directions. How much polarization fraction is lost?

**Answer.** The ideal values are

$$P_{r,R}=50\times0.5=25.0\ \text{uC/cm2},\qquad P_{r,S}=50\times0.8312=41.6\ \text{uC/cm2},$$

or 0.250 and 0.416 C/m2. Their ratio is 1.66. The capacitor holds $N=(50/10)^2=25$ grains, so the spreads are $50\times0.2887/5=2.89$ uC/cm2 in case R and $1.00$ uC/cm2 in case S.

With the threshold, a reversal from $-|n_3|$ to $+|n_3|$ does work $2P_sE|n_3|$ and therefore needs $|n_3|>E_c/E$. Grains below this limit keep their random signs and average to zero. Grains above it all end with positive $c$. For $E\ge E_c$,

$$\langle c\rangle_R=\int_{E_c/E}^1\mu\,d\mu=\frac12\left[1-\left(\frac{E_c}{E}\right)^2\right]=\frac12\left(1-\frac19\right)=0.444 .$$

This vanishes at $E=E_c$ and tends to $1/2$ for $E\gg E_c$. In case S we assume that the same work threshold holds for 90-degree and 180-degree moves, and that a grain which passes it goes directly to its best direction. Numerical averaging over the sphere and the six starting directions then gives 0.750 instead of 0.831. Relative to the ideal values, the losses are about 11% in case R and 10% in case S. If grains switch in steps that must each pass the threshold, some stop short of their best direction and the loss in case S is larger.

## Part (f)

**Question.** Test two assumptions for this film: that a change of axis costs no elastic energy, and that neighbouring grains are independent. Use the rough values 200 GPa for Young's modulus, 0.03 for the strain of an axis change, and 30 for the relative permittivity $\varepsilon_r$.

**Answer.** *Elastic cost.* The initial axis is the best of the three with probability $1/3$, so two thirds of the grains must change axis in case S. Compared with mere reversal, the other third gains nothing. If $g$ is the mean gain in $c$ per changing grain, then $\tfrac23g=\langle c\rangle_S-\tfrac12$, and

$$g=\tfrac32(0.8312-0.5)=0.497 .$$

Since $P_sE=50\ \text{uC/cm2}\times3\ \text{MV/cm}=150$ MJ/m3, the mean gain in field energy is 74.5 MJ/m3. Consider a grain that was free of stress before the change. If one axis is held at its old length while the other two are free to adjust, the cost is

$$\tfrac12Ys^2=\tfrac12(200\ \text{GPa})(0.03)^2=90\ \text{MJ/m3},$$

where $Y$ is Young's modulus and $s$ here denotes the strain. An axis change, however, lengthens one axis and shortens another. If the surroundings hold all three axes at their old lengths, the cost in an isotropic solid rises to $Ys^2/(1+\nu)$, about 138 MJ/m3 for an assumed Poisson ratio $\nu=0.3$. The two costs are 1.2 and 1.9 times the mean gain, and compared with mere reversal no grain can gain more than $P_sE=150$ MJ/m3. If every axis change needs a strain of 0.03, full clamping can therefore keep most grains from changing axis, above all those with a small gain.

This single strain is a simplification. In the usual polar phase of hafnium-zirconium oxide, one axis is long and the other two, one of them polar, are nearly equal. Exchanging these two needs a much smaller strain, so clamping mainly blocks changes that involve the long axis. With only the easy exchange available, the ideal average lies between cases R and S. When the field is removed the gain disappears but the elastic energy remains, which favours switching back. Access to all six directions thus needs substantial strain relief during poling, and if elastic energy remains afterwards, also a barrier that holds the new state.

*Boundary charge.* At a vertical grain boundary with normal $\hat x$, the bound charge per area is the jump in $P_x$. Rotational symmetry about the field gives each grain $\langle P_x\rangle=0$ and $\langle P_x^2\rangle=P_s^2(1-\langle c^2\rangle)/2$. For two independent grains the variances add, so

$$\sigma_{\rm rms}=P_s\sqrt{1-\langle c^2\rangle},$$

which is 40.8 uC/cm2 in case R and 27.3 uC/cm2 in case S. An isolated charged sheet has the field $\sigma/(2\varepsilon_0\varepsilon_r)$, here 7.7 and 5.1 MV/cm. Both exceed the poling field. Electrodes above and below the film, here one grain width apart, leave the normal field right at the boundary unchanged but make it decay inside the grain. Its mean over one grain width is about a quarter of the values above, which is still not small beside the poling field. Treating grains as independent is therefore safe only if most of this charge is compensated, for example by trapped carriers. Otherwise neighbours influence each other's choice, and the averages of parts (b) and (c) are not assured.

## Part (g)

**Question.** How should the two ideal values be compared with a real film of this kind?

**Answer.** Remanent polarizations of roughly 20 uC/cm2 are typical of such films. Real films can contain nonpolar phases. With an assumed nonpolar volume fraction of 0.20, the ideal values fall to 20.0 uC/cm2 in case R and 33.2 uC/cm2 in case S. The closeness of the first number to the typical one does not prove that only reversal occurs: a larger nonpolar fraction or back-switching could lower case S to the same value. Preferred grain orientation could also contribute. Since $c_S\ge0.577$, it cannot bring completely poled case S below $0.8\times50\times0.577=23.1$ uC/cm2 for the assumed $P_s$ and nonpolar fraction, but with such rough inputs this limit is not clearly above the typical value. A separate measurement of phase content and orientation is needed before $P_r$ can identify the switching path.

Three further effects are easier to judge:

- The linear dielectric response adds $\varepsilon_0(\varepsilon_r-1)E=7.7$ uC/cm2 while the field is on, and nothing to the remanence. The polarization at full field must therefore not be read as $P_r$.
- The poling field is 0.67 of a rough breakdown field of 4.5 MV/cm, which leaves limited room to force more grains over the threshold.
- At 300 K, $P_sE$ times the grain volume is about $3.6\times10^4\,k_BT$. Thermal disorder in the direction of a whole grain is negligible at the poling field, though this says nothing about the rate at which switching starts.

The value 0.831 belongs to polarization along cube axes. A crystal with polar directions along face or body diagonals divides the sphere differently and needs its own average.

## Computed values

```
closed form, 180-degree only: 0.500000
closed form, six directions: 0.831190
sphere quadrature, 180-degree only: 0.500001
sphere quadrature, six directions: 0.831190
random grains, number: 400000
random grains, 180-degree only: 0.4993
random grains, six directions: 0.8313
arctan(1/sqrt2): 0.615480 rad
sector integral: 0.435210
ratio six / 180-degree: 1.6624
mean square cosine, 180-degree: 0.3333
mean square cosine, six: 0.7009
grain spread of cosine, 180-degree: 0.2887
grain spread of cosine, six: 0.1000
worst cosine, six: 0.5774
worst angle, six: 54.74 deg
input Ps: 50.0 uC/cm2
input poling field: 3.0 MV/cm
input coercive field: 1.0 MV/cm
input relative permittivity: 30
input film thickness: 10 nm
input grain width: 10 nm
input device width: 50 nm
ideal remanence, 180-degree: 25.00 uC/cm2
ideal remanence, six: 41.56 uC/cm2
ideal remanence, 180-degree: 0.2500 C/m2
ideal remanence, six: 0.4156 C/m2
grains per device: 25
device spread, 180-degree: 2.89 uC/cm2
device spread, six: 1.00 uC/cm2
threshold-limited fraction, 180-degree: 0.4444
threshold-limited fraction, six: 0.750
input nonpolar volume fraction: 0.20
remanence with nonpolar part, 180-degree: 20.0 uC/cm2
remanence with nonpolar part, six: 33.2 uC/cm2
linear dielectric part at field: 7.70 uC/cm2
rms boundary charge, 180-degree: 40.8 uC/cm2
rms boundary charge, six: 27.3 uC/cm2
bare boundary field, 180-degree: 7.7 MV/cm
bare boundary field, six: 5.1 MV/cm
fraction of grains changing axis: 0.667
gain per changing grain over Ps E: 0.4968
field-energy gain per changing grain: 74.5 MJ/m3
input Young modulus: 200 GPa
input axis-change strain: 0.030
clamped elastic cost: 90.0 MJ/m3
elastic cost / field gain: 1.21
input breakdown field: 4.5 MV/cm
poling field / breakdown field: 0.67
input temperature: 300 K
Ps E times grain volume / kT: 3.62e+04
```
